\section*{One-loop lepton pair production near threshold: Coulomb and hard parts, part 2}

A virtual photon of squared four-momentum $s$ produces a lepton and an antilepton of mass $m$, each with energy $E$ and speed $\beta$ in the centre-of-mass frame. Units have $\hbar=c=1$, and $s=4E^2$, $m^2=E^2(1-\beta^2)$. There is one lepton flavour; $\alpha=e^2/4\pi$ and $m$ are on-shell values. The photon self-energy and radiation from the source are counted as part of the source. The form expected near threshold is
\begin{equation}
\frac{\text{rate}}{\text{lowest-order rate}}
=1+A\,\frac{\alpha}{\beta}+B\,\alpha+\dots ,
\label{form}
\end{equation}
with $A=\pi/2$ and $B=-4/\pi$ to be confirmed.

With outgoing momenta $p_1$, $p_2$ and $P=p_1-p_2$, $P^2=-4E^2\beta^2$, the vertex is $a\,\gamma^\mu+b\,P^\mu$; at lowest order $a=1$, $b=0$. For a given source the total rate is proportional to $\beta T$, where
\begin{align}
T&=(4s+8m^2)|a|^2+8mP^2\,\mathrm{Re}(ab^*)+2P^4|b|^2\nonumber\\
&=4s|a|^2+8m^2\left|a+\frac{P^2}{2m}b\right|^2 .
\label{spin}
\end{align}
The first-order correction to $b$ can be dropped at threshold. The loop correction to $a$, in Feynman gauge and $d=4-2\varepsilon$ dimensions, is
\begin{align}
\delta a&=K_E\left\{\frac{1-2\varepsilon}{2\varepsilon}J_0
-\left[\frac{1+\beta^2}{\varepsilon}+\frac{4\beta^2}{1-2\varepsilon}\right]J_1\right\},\label{da}\\
J_0&=\int_{-1}^1w^{-\varepsilon}du,\qquad J_1=\int_{-1}^1w^{-1-\varepsilon}du .
\end{align}
Here $u$ is a Feynman-parameter variable, $w=u^2-\beta^2-i0$, and
\begin{equation}
K_M=\frac{\alpha}{4\pi}\Gamma(1+\varepsilon)\left(\frac{4\pi\mu^2}{M^2}\right)^{\varepsilon},
\end{equation}
with $\mu$ a mass scale. The pole multiplying $J_1$ is infrared. Normalizing the external lepton lines turns the coefficient of $\gamma^\mu$ into $1+\delta a-\delta F_1(0)$, where $F_1$ is the Dirac form factor and
\begin{align}
\delta F_1(0)&=2K_m\left\{\frac{1-\varepsilon}{2\varepsilon}+\frac1\varepsilon
+\frac2{1-2\varepsilon}+\frac12\right\}\nonumber\\
&=K_m\left\{\frac3\varepsilon+\frac4{1-2\varepsilon}\right\}.
\label{static}
\end{align}

\section{The threshold limit and the Coulomb series}

The pair has total energy $2E$, lepton speed $\beta$ and momentum difference $P$, and its vertex is $a\gamma^\mu+bP^\mu$. Up to terms of order $\alpha\beta^2$ the rate relative to lowest order is $1+2\,\mathrm{Re}[\delta a-\delta F_1(0)]$. In $4-2\varepsilon$ dimensions $\delta a$ is given by (\ref{da}) in terms of two integrals of powers of $w=u^2-\beta^2-i0$ over $-1\le u\le1$: $J_0$ with power $-\varepsilon$ and $J_1$ with power $-1-\varepsilon$. The subtraction is (\ref{static}). The factors $K_E$ and $K_m$ tend to $\alpha/4\pi$, and their ratio is $K_E/K_m=(1-\beta^2)^\varepsilon$.

The integral $J_0$ has a harmless threshold limit. To first order in $\varepsilon$ its real part is
\begin{align}
\mathrm{Re}\,J_0&=2-\varepsilon\int_{-1}^1\ln|u^2-\beta^2|\,du\nonumber\\
&=2+4\varepsilon+O(\varepsilon\beta^2),
\end{align}
because the logarithmic integral equals $2[(1+\beta)\ln(1+\beta)+(1-\beta)\ln(1-\beta)]-4$, which is $-4+2\beta^2$ for small $\beta$. The $J_0$ term of (\ref{da}) therefore contributes $K_E/\varepsilon$ to the real part, without a constant at $\beta=0$.

The integral $J_1$ is singular at threshold, since its integrand approaches $u^{-2}$ at the origin. The singular part can be separated without approximation by extending the integral to the whole line and subtracting the added pieces:
\begin{equation}
J_1=\int_{-\infty}^{\infty}w^{-1-\varepsilon}du-2\int_1^\infty w^{-1-\varepsilon}du .
\label{split}
\end{equation}
Both integrals converge at large $u$ for $\varepsilon>-1/2$. The first has no scale but $\beta$, so it must be a number times $\beta^{-1-2\varepsilon}$. The second stays away from $u=\beta$ and can be expanded in powers of $\beta^2$. This is the separation that the dimensional argument leading to (\ref{form}) called for.

For a positive constant $M$ the whole-line integral follows from the representation $\Gamma(1+\varepsilon)A^{-1-\varepsilon}=\int_0^\infty t^\varepsilon e^{-tA}dt$ and a Gaussian integral over $u$:
\begin{equation}
\int_{-\infty}^{\infty}(u^2+M)^{-1-\varepsilon}du
=\sqrt\pi\,\frac{\Gamma(\frac12+\varepsilon)}{\Gamma(1+\varepsilon)}M^{-1/2-\varepsilon}.
\end{equation}
Here $M=-\beta^2-i0=\beta^2e^{-i\pi}$. The first part of (\ref{split}) is thus
\begin{equation}
J_1^{C}=\frac{i}{\beta}\,g(\varepsilon)\,e^{i\pi\varepsilon},\qquad
g(\varepsilon)=\sqrt\pi\,\frac{\Gamma(\frac12+\varepsilon)}{\Gamma(1+\varepsilon)}\beta^{-2\varepsilon},
\end{equation}
with $g(0)=\pi$. Its real part, $-g(\varepsilon)\sin(\pi\varepsilon)/\beta=-\pi^2\varepsilon/\beta+O(\varepsilon^2)$, vanishes with $\varepsilon$. In (\ref{da}), however, it meets the infrared factor $-(1+\beta^2)/\varepsilon$. The product is finite:
\begin{equation}
\mathrm{Re}\,\delta a_C=\frac{\alpha}{4\pi}\,\frac{\pi^2(1+\beta^2)}{\beta}
=\frac{\pi\alpha}{4\beta}(1+\beta^2).
\label{coulloop}
\end{equation}
The other factor multiplying $J_1$, $4\beta^2/(1-2\varepsilon)$, has no pole and adds nothing real to this part when $\varepsilon\to0$. The imaginary part of $J_1^C$ tends to $\pi/\beta$, so its product with $-(1+\beta^2)/\varepsilon$ keeps an infrared pole, but an imaginary correction to an amplitude whose lowest-order value is real drops out of the squared modulus at first order. It is the start of the Coulomb phase, discussed below.

The second part of (\ref{split}) is
\begin{equation}
J_1^{H}=-\frac{2}{1+2\varepsilon}-\frac{2(1+\varepsilon)}{3+2\varepsilon}\beta^2+O(\beta^4).
\end{equation}
At $\beta=0$ it multiplies $-1/\varepsilon$. Together with the $J_0$ term,
\begin{equation}
K_E\left\{\frac1\varepsilon+\frac2{\varepsilon(1+2\varepsilon)}\right\}
=K_E\left\{\frac3\varepsilon-4+O(\varepsilon)\right\}.
\end{equation}
The subtraction (\ref{static}) is $K_m\{3/\varepsilon+4+O(\varepsilon)\}$. The ratio of $K_E$ to $K_m$ differs from unity by $-\varepsilon\beta^2$, so even multiplied by $3/\varepsilon$ it matters at order $\beta^2$ and not at threshold. The poles cancel, and the hard part of the amplitude is
\begin{equation}
\frac{\alpha}{4\pi}(-4-4)=-\frac{2\alpha}{\pi}.
\label{hard}
\end{equation}
With this regulator and the factor $K_M$ taken out, the vertex at threshold and the normalization of the external lines each supply $-4$. Since each has a pole, their separate finite parts depend on these conventions, and only the sum $-8$ is meaningful. Twice the sum of (\ref{coulloop}) and (\ref{hard}) gives
\begin{equation}
\frac{\text{rate}}{\text{lowest-order rate}}
=1+\frac{\pi\alpha}{2\beta}-\frac{4\alpha}{\pi}+\frac{\pi\alpha\beta}{2}+\dots .
\label{oneloop}
\end{equation}
The omitted terms are of order $\alpha\beta^2$, apart from logarithms. The amplitude carries half of each correction, so the numbers $\pi/2$ and $-4/\pi$ belong to the rate.

At order $\beta^2$ the virtual correction does have an infrared pole. The terms $2\beta^2/\varepsilon$ and $2\beta^2/(3\varepsilon)$, from the factor $1+\beta^2$ and from the expansion of $J_1^H$, add up to $8\beta^2/(3\varepsilon)$ in units of $\alpha/4\pi$. In the rate this becomes $4\alpha\beta^2/(3\pi\varepsilon)$. It belongs with the emission of real soft photons. A pair with velocities $\pm\boldsymbol\beta$ radiates like a charge whose velocity jumps by $2\boldsymbol\beta$. The sum over photon polarizations gives $4\beta^2\sin^2\theta/\omega^2$ for a photon of energy $\omega$ at angle $\theta$ to the leptons. The emission probability is then
\begin{equation}
\frac{\alpha}{4\pi^2}\int\!\omega\,d\omega\,d\Omega\,\frac{4\beta^2\sin^2\theta}{\omega^2}
=\frac{8\alpha\beta^2}{3\pi}\int\frac{d\omega}{\omega}.
\end{equation}
In dimensional regularization the lower end of the energy integral gives $\int_0\omega^{-1-2\varepsilon}d\omega\to-1/(2\varepsilon)$, and the pole $-4\alpha\beta^2/(3\pi\varepsilon)$ cancels the virtual one. The photon energy cannot exceed the kinetic energy of the pair, about $m\beta^2$, so a logarithm of $\beta$ remains. It is multiplied by $\alpha\beta^2$ and does not disturb the threshold limit. Near threshold the pair is a weak radiator because its velocity, and hence its changing dipole moment, is small.

That the singular term is the effect of the Coulomb potential can be seen from the Schrödinger equation. The relative motion has reduced mass $m/2$ and momentum $p_{\rm r}=m\beta$. Screen the attraction with a small photon mass $\lambda$, so that $V=-\alpha e^{-\lambda r}/r$. The equation for the relative wave function is $(\nabla^2+p_{\rm r}^2)\psi=mV\psi$. The pair is created at a point, and the rate is multiplied by $|\psi(0)|^2$, where the free wave has $\psi(0)=1$. To first order in $V$, the Green function $-e^{ip_{\rm r}r}/(4\pi r)$ and the angular average $\sin(p_{\rm r}r)/(p_{\rm r}r)$ of the free wave give
\begin{equation}
\delta\psi(0)=\frac{m\alpha}{p_{\rm r}}\int_0^\infty\!dr\,
\frac{e^{ip_{\rm r}r}\sin(p_{\rm r}r)}{r}\,e^{-\lambda r}.
\end{equation}
The real part contains $\frac12\int_0^\infty\sin(2p_{\rm r}r)e^{-\lambda r}dr/r$. Its derivative with respect to $\lambda$ is $-p_{\rm r}/(4p_{\rm r}^2+\lambda^2)$, and it vanishes for $\lambda\to\infty$, so it equals $\frac12\arctan(2p_{\rm r}/\lambda)$. Hence
\begin{equation}
\mathrm{Re}\,\delta\psi(0)=\frac{\alpha}{2\beta}\arctan\frac{2p_{\rm r}}{\lambda}
\longrightarrow\frac{\pi\alpha}{4\beta}\qquad(\lambda\to0).
\end{equation}
This is the leading term of (\ref{coulloop}). The two calculations regulate the infrared differently and agree in the part that enters the rate. The imaginary part is $(\alpha/4\beta)\ln(1+4p_{\rm r}^2/\lambda^2)$ and diverges as the screening is removed. It is the counterpart of the imaginary pole found above and expresses the fact that a Coulomb wave never becomes a free wave at large distance; its phase keeps growing logarithmically.

When $\beta$ is comparable with $\alpha$, the higher powers of $\alpha/\beta$ are no longer small, and the Coulomb potential has to be treated to all orders. Let $\chi=p_{\rm r}r\psi$ be the spherically symmetric radial function, $x=p_{\rm r}r$ and $\eta=\alpha/(2\beta)$. The unscreened equation is
\begin{equation}
\chi''+\left(1+\frac{2\eta}{x}\right)\chi=0 .
\end{equation}
Take the solution that starts as $\chi=x$ and let $A$ be its amplitude of oscillation at large $x$. The free solution $\sin x$ has $A=1$. A scattering state has unit amplitude at large distance, so its value at the origin is multiplied by $1/A$, and the rate is enhanced by $S=1/A^2$.

Setting $\chi=xe^{ix}f$ gives
\begin{equation}
xf''+(2+2ix)f'+(2i+2\eta)f=0 .
\label{feq}
\end{equation}
A regular solution with $f(0)=1$ is
\begin{equation}
f(x)=\frac1N\int_0^1dt\,t^{-i\eta}(1-t)^{i\eta}e^{-2ixt}.
\end{equation}
To see this, insert it in (\ref{feq}). The operator turns the exponential into itself times $4xt(1-t)+2i(1-2t)+2\eta$, and the integrand becomes the total derivative
\begin{equation}
2i\,\frac{d}{dt}\left[t^{1-i\eta}(1-t)^{1+i\eta}e^{-2ixt}\right],
\end{equation}
whose end-point values vanish. The normalization is a beta integral,
\begin{equation}
N=\Gamma(1-i\eta)\Gamma(1+i\eta)=|\Gamma(1+i\eta)|^2=\frac{\pi\eta}{\sinh\pi\eta}.
\end{equation}

For large $x$ the exponential oscillates rapidly and the integral comes from its two ends. Near $t=0$ it is $\Gamma(1-i\eta)(2ix)^{-1+i\eta}$. Near $t=1$ it is $e^{-2ix}\Gamma(1+i\eta)(-2ix)^{-1-i\eta}$. After multiplication by $xe^{ix}$ the two contributions are complex conjugates, so the amplitude of $\chi$ is twice the modulus of either. Since $|i^{i\eta}|=e^{-\pi\eta/2}$,
\begin{equation}
A=\frac{|\Gamma(1+i\eta)|\,e^{-\pi\eta/2}}{N},\qquad
A^2=\frac{e^{-\pi\eta}}{N}.
\end{equation}
With $X=2\pi\eta=\pi\alpha/\beta$ the Sommerfeld factor is
\begin{equation}
S=Ne^{\pi\eta}=\frac{X}{1-e^{-X}}=1+\frac X2+\frac{X^2}{12}+\dots .
\end{equation}
The term $X/2$ is the singular one-loop term $\pi\alpha/(2\beta)$, and $S$ contains the higher powers of $\alpha/\beta$ generated by the potential.

The hard correction combines with $S$ as a factor. The loop momenta behind (\ref{hard}) are of order $m$, so this part of the process is confined to distances of order $1/m$. The Coulomb wave varies over the much larger distances $1/(m\beta)$ and $1/(m\alpha)$. Seen from there, the hard loop changes the strength with which the pair is created at a point, and the amplitude is $(1-2\alpha/\pi)\psi(0)$. Squaring it and keeping the hard coefficient to first order gives
\begin{equation}
\frac{\text{rate}}{\text{lowest-order rate}}\simeq
\frac{X}{1-e^{-X}}\left(1-\frac{4\alpha}{\pi}\right),\qquad \alpha,\beta\ll1 .
\label{product}
\end{equation}
The one-loop result alone cannot distinguish this product from the sum $S-4\alpha/\pi$. The two differ by $(4\alpha/\pi)(S-1)$, which begins at order $\alpha^2/\beta$; it is the separation of distances that selects the product. For $\beta$ of order $\alpha$, power counting puts the neglected second-order hard terms and relativistic corrections at relative order $\alpha^2$, up to logarithms. Vacuum polarization by a further flavour of mass $m_l$ changes the potential only up to distances of about $1/(2m_l)$. If $m_l$ is comparable with $m\alpha$ or $m\beta$, or smaller, this reaches the distances of the Coulomb wave, and $S$ would have to be recomputed.

An electron--positron pair with $\beta=0.02$ shows the sizes. With the electron rest energy of $510\,999$ eV, the kinetic energy of the pair, $2m[(1-\beta^2)^{-1/2}-1]$, is $204.5$ eV. For $\alpha=0.00729735$ the Coulomb parameter is $X=\pi\alpha/\beta=1.1463$, and
\begin{equation}
1+\frac X2-\frac{4\alpha}{\pi}=1+0.5731-0.0093=1.5638 .
\end{equation}
The Sommerfeld factor is $S=1.6803$, and (\ref{product}) gives
\begin{equation}
1.6803\times0.9907=1.665 .
\end{equation}
The first-order result is lower by $0.101$, or $6\%$ of the resummed rate. The sum $S-4\alpha/\pi$ would be $1.671$. The term of (\ref{oneloop}) left out of these numbers, $\pi\alpha\beta/2=X\beta^2/2$, is $0.0002$, so the difference between sum and product is larger than this correction.

At $\beta=0.005$, where the kinetic energy is $12.8$ eV, $X=4.585$ and the first-order term is no longer sufficient (the series for $S$ has its nearest poles at $X=\pm2\pi i$, so it converges only for $X<2\pi$, and slowly at this value): first order gives $3.283$ and the product gives $4.589$. At $\beta=0.1$ the kinetic energy is $5.15$ keV and $X=0.229$. The two results are then $1.105$ and $1.109$, and the omitted term $X\beta^2/2=0.001$ is no longer small compared with their difference; the terms of order $\alpha\beta^2$, with their logarithm, add about $-0.0004$. At this speed resummation is a minor refinement, and the complete dependence of the one-loop correction on $\beta$ starts to matter.

As $\beta\to0$ at fixed $\alpha$, the first-order ratio diverges. So does $S$, which approaches $\pi\alpha/\beta$, but the lowest-order rate vanishes. According to (\ref{spin}), this rate is proportional to $\beta(4s+8m^2)=4s\,\beta(3-\beta^2)/2$. Relative to the rate for massless leptons from the same source it is $\beta(3-\beta^2)/2$, which tends to $3\beta/2$. The product remains finite:
\begin{equation}
\frac32\,\pi\alpha\left(1-\frac{4\alpha}{\pi}\right)
=0.03439\times0.9907=0.03407 .
\end{equation}
Attraction thus makes pair production start with a step at threshold, and the hard vertex correction lowers the step by $0.93\%$; the photon self-energy left out here would lower it by a further $0.41\%$. This value is the limit from above. Below threshold the same attraction supports bound states, which the scattering solution used here does not describe.
